# Inverse-Logarithmic Thin-Oxide Growth at a Constant Potential Drop: test program

```python
"""Cabrera-Mott growth of a thin oxide at constant electrostatic drop V.
Growth rate: dX/dt = u0 exp(X1/X), X1 = q a V/(kT), u0 = N Omega nu exp(-W/kT).
Result under test: u0 t = X E2(X1/X), which for X << X1 becomes
u0 t = X^2 exp(-X1/X)/X1, and with X^2 frozen at Xr^2 in the logarithm
1/X = ln(Xr^2/(X1 u0 t))/X1 (inverse-logarithmic law).
X: thickness; q = z e: ion charge; a: distance from well to barrier top;
W: zero-field barrier; N: sites per area; Omega: oxide volume per cation;
nu: attempt frequency; E2: exponential integral of order two; y = X1/X.
Units: nm, s, eV, V, K.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expn, lambertw

temperature = 300.0
charge_number = 2
jump = 0.15
voltage = 1.0
barrier = 1.2
site_density = 10.0
ion_volume = 0.02
attempt = 1.0e13
kT = constants.k * temperature / constants.e
X1 = charge_number * jump * voltage / kT
u0 = site_density * ion_volume * attempt * np.exp(-barrier / kT)


def thickness(time, start=0.0):
    """Thickness from the full integral, for a film of initial thickness start."""
    offset = start * expn(2, X1 / start) if start > 0 else 0.0
    target = np.log(u0 * time + offset)
    return brentq(lambda x: np.log(x * expn(2, X1 / x)) - target,
                  0.1, 50.0, xtol=1e-13, rtol=1e-13)


def tilted_barrier(work):
    """Barrier of a sinusoidal potential tilted by work = q a E, found numerically."""
    def potential(s):
        return 0.5 * barrier * (1 - np.cos(np.pi * s)) - work * s
    low = minimize_scalar(potential, bounds=(-0.5, 0.5), method="bounded",
                          options={"xatol": 1e-9})
    high = minimize_scalar(lambda s: -potential(s), bounds=(0.5, 1.5),
                           method="bounded", options={"xatol": 1e-9})
    return -high.fun - low.fun


# Barrier lowering: linear term and first curvature term
small_work = 0.01
assert abs((barrier - tilted_barrier(small_work)) / small_work - 1) < 0.003
for work in (0.1, 0.2, 0.3):
    excess = tilted_barrier(work) - (barrier - work)
    assert abs(excess / (2 * work**2 / (np.pi**2 * barrier)) - 1) < 0.01

# Growth integral by quadrature, against E2 and against both pairs of bounds
for y in (1.0, 3.0, 6.0, 12.0, 30.0):
    x = X1 / y
    scaled = quad(lambda s: np.exp(y - X1 / s), 0, x,
                  epsabs=0, epsrel=1e-11, limit=200)[0]
    assert abs(scaled / (x * np.exp(y) * expn(2, y)) - 1) < 1e-8
    g = x**2 / X1
    h = x**2 / (X1 + 2 * x)
    assert g / (1 + 2 / y) < scaled < g
    assert h < scaled < h / (1 - 2 / (y + 2)**2)

# Growth equation solved numerically from a finite initial film
times = np.array([1e2, 1e3, 1e4, 1e5])
exact = np.array([thickness(t) for t in times])
initial = 0.5
for t, x in zip(times, exact):
    solution = solve_ivp(lambda s, v: u0 * np.exp(X1 / v), (0, t), [initial],
                         method="Radau", rtol=1e-9, atol=1e-11)
    assert solution.success
    assert abs(solution.y[0, -1] / thickness(t, initial) - 1) < 1e-6
    assert abs(thickness(t, initial) / x - 1) < 1e-5
initial_time = initial * expn(2, X1 / initial) / u0

# Lambert form and frozen-logarithm law against the full integral
y_exact = X1 / exact
lambert = X1 / (2 * lambertw(0.5 * np.sqrt(X1 / (u0 * times))).real)
log_error = np.log(exact / lambert)
assert np.all(log_error > 0)
assert np.all(log_error < np.log(1 + 2 / y_exact) / (y_exact + 2))
reference = exact[2]
frozen = X1 / np.log(reference**2 / (X1 * u0 * times))
remainder = X1 / frozen - y_exact - 2 * np.log(reference / exact)
assert np.all(remainder > 0)
assert np.all(remainder < np.log(1 + 2 / y_exact))

# Local slope of 1/X against ln t by central difference
step = 1e-3
slope = (1 / thickness(1e4 * np.exp(step))
         - 1 / thickness(1e4 * np.exp(-step))) / (2 * step)
slope_formula = -np.exp(y_exact[2]) * expn(2, y_exact[2]) / reference
assert abs(slope / slope_formula - 1) < 1e-5
slope_simple = -1 / (X1 + 2 * reference)
assert abs(slope / slope_simple - 1) < 2.5 / (y_exact[2] + 2)**2

# Straight-line fit, voltage read from it, and its correction
fit_times = np.logspace(2, 5, 61)
fit_x = np.array([thickness(t) for t in fit_times])
fit = np.polyfit(np.log(fit_times), 1 / fit_x, 1)
fit_error = np.max(np.abs(1 / np.polyval(fit, np.log(fit_times)) / fit_x - 1))
assert fit_error < 0.02
X1_apparent = -1 / fit[0]
V_apparent = voltage * X1_apparent / X1
y_large, y_small = X1 / fit_x[0], X1 / fit_x[-1]
assert (1 + 2 / y_large) * (1 - 2 / (y_large + 2)**2) < V_apparent / voltage
assert V_apparent / voltage < 1 + 2 / y_small
middle = thickness(np.sqrt(fit_times[0] * fit_times[-1]))
V_corrected = voltage * (X1_apparent - 2 * middle) / X1
assert abs(V_corrected / voltage - 1) < 0.05

# Return jumps for symmetric hops with equal populations
last, y_last = exact[-1], y_exact[-1]
one_way = quad(lambda s: np.exp(y_last - X1 / s), initial, last,
               epsabs=0, epsrel=1e-12, limit=200)[0]
net = quad(lambda s: np.exp(y_last - X1 / s) / (-np.expm1(-2 * X1 / s)),
           initial, last, epsabs=0, epsrel=1e-12, limit=200)[0]
return_ratio = np.exp(-2 * y_last)
assert 0 < net / one_way - 1 < return_ratio / (1 - return_ratio)

# Growth time with the numerically found, curved barrier
work_scale = charge_number * jump * voltage


def curved_integrand(s):
    lowering = barrier - tilted_barrier(work_scale / s)
    return np.exp(y_exact[2] - lowering / kT)


curved = quad(curved_integrand, initial, reference, epsabs=0, epsrel=1e-7)[0]
linear = quad(lambda s: np.exp(y_exact[2] - X1 / s), initial, reference,
              epsabs=0, epsrel=1e-10)[0]
time_ratio = curved / linear
work_reference = work_scale / reference
curvature = tilted_barrier(work_reference) - (barrier - work_reference)
assert time_ratio > np.exp(curvature / kT) > 1

# Limiting thickness for a chosen smallest rate, and growth in the next day
day = constants.day
rate_floor = 0.1 / day
limit_x = X1 / np.log(rate_floor / u0)
limit_time = limit_x * expn(2, X1 / limit_x) / u0
next_day = thickness(limit_time + day) - limit_x
assert 0.08 < next_day < 0.1

print(f"temperature T = {temperature:.0f} K, kT = {kT:.6f} eV")
print(f"ion charge number z = {charge_number}")
print(f"well-to-top distance a = {jump:.2f} nm")
print(f"potential drop V = {voltage:.2f} V")
print(f"zero-field barrier W = {barrier:.2f} eV")
print(f"site density N = {site_density:.1f} nm^-2")
print(f"oxide volume per cation = {ion_volume:.3f} nm^3")
print(f"attempt frequency = {attempt:.1e} s^-1")
print(f"X1 = {X1:.4f} nm")
print(f"u0 = {u0:.4e} nm/s")
print(f"initial film in numerical solution = {initial:.2f} nm")
print(f"time to grow that film from zero = {initial_time:.3e} s")
for t, x, lw, fr, y in zip(times, exact, lambert, frozen, y_exact):
    print(f"t = {t:.0e} s: full integral X = {x:.4f} nm, y = {y:.3f}")
    print(f"  Lambert X = {lw:.4f} nm, frozen-log X = {fr:.4f} nm")
    print(f"  field V/X = {voltage / x:.4f} V/nm")
    print(f"  growth rate = {u0 * np.exp(y):.3e} nm/s")
g_ratio = reference**2 * np.exp(-y_exact[2]) / (X1 * u0 * times[2])
h_ratio = g_ratio * X1 / (X1 + 2 * reference)
print(f"reference thickness Xr (at 1e4 s) = {reference:.4f} nm")
print(f"leading time / full time at Xr = {g_ratio:.4f}")
print(f"sharper time / full time at Xr = {h_ratio:.4f}")
print(f"local slope d(1/X)/d ln t at Xr = {slope:.5f} nm^-1")
print(f"-1/(X1+2Xr) = {slope_simple:.5f} nm^-1")
print(f"-1/X1 = {-1 / X1:.5f} nm^-1")
print(f"fit 1e2 to 1e5 s: slope = {fit[0]:.5f} nm^-1")
print(f"largest thickness error of line fit = {100 * fit_error:.2f} %")
print(f"apparent X1 from fit = {X1_apparent:.3f} nm")
print(f"apparent V from fit = {V_apparent:.4f} V")
print(f"thickness at middle of ln t range = {middle:.4f} nm")
print(f"V after subtracting 2X = {V_corrected:.4f} V")
print(f"return/forward ratio at 1e5 s = {return_ratio:.2e}")
print(f"barrier lowering qaV/Xr = {work_reference:.4f} eV")
print(f"curvature term at Xr = {curvature:.5f} eV")
print(f"curved/linear growth time to Xr = {time_ratio:.4f}")
print(f"chosen smallest rate = {rate_floor:.3e} nm/s (0.1 nm/day)")
print(f"limiting thickness = {limit_x:.4f} nm")
print(f"time to reach it = {limit_time:.3e} s")
print(f"growth in the following day = {next_day:.4f} nm")
print("all assertions hold")
```

It prints:

```
temperature T = 300 K, kT = 0.025852 eV
ion charge number z = 2
well-to-top distance a = 0.15 nm
potential drop V = 1.00 V
zero-field barrier W = 1.20 eV
site density N = 10.0 nm^-2
oxide volume per cation = 0.020 nm^3
attempt frequency = 1.0e+13 s^-1
X1 = 11.6045 nm
u0 = 1.3865e-08 nm/s
initial film in numerical solution = 0.50 nm
time to grow that film from zero = 1.195e-04 s
t = 1e+02 s: full integral X = 1.0560 nm, y = 10.990
  Lambert X = 1.0434 nm, frozen-log X = 0.9670 nm
  field V/X = 0.9470 V/nm
  growth rate = 8.216e-04 nm/s
t = 1e+03 s: full integral X = 1.2826 nm, y = 9.047
  Lambert X = 1.2615 nm, frozen-log X = 1.1966 nm
  field V/X = 0.7796 V/nm
  growth rate = 1.178e-04 nm/s
t = 1e+04 s: full integral X = 1.6185 nm, y = 7.170
  Lambert X = 1.5796 nm, frozen-log X = 1.5692 nm
  field V/X = 0.6178 V/nm
  growth rate = 1.802e-05 nm/s
t = 1e+05 s: full integral X = 2.1563 nm, y = 5.382
  Lambert X = 2.0758 nm, frozen-log X = 2.2787 nm
  field V/X = 0.4638 V/nm
  growth rate = 3.014e-06 nm/s
reference thickness Xr (at 1e4 s) = 1.6185 nm
leading time / full time at Xr = 1.2528
sharper time / full time at Xr = 0.9796
local slope d(1/X)/d ln t at Xr = -0.06878 nm^-1
-1/(X1+2Xr) = -0.06738 nm^-1
-1/X1 = -0.08617 nm^-1
fit 1e2 to 1e5 s: slope = -0.07009 nm^-1
largest thickness error of line fit = 1.17 %
apparent X1 from fit = 14.267 nm
apparent V from fit = 1.2294 V
thickness at middle of ln t range = 1.4328 nm
V after subtracting 2X = 0.9825 V
return/forward ratio at 1e5 s = 2.12e-05
barrier lowering qaV/Xr = 0.1854 eV
curvature term at Xr = 0.00581 eV
curved/linear growth time to Xr = 1.3280
chosen smallest rate = 1.157e-06 nm/s (0.1 nm/day)
limiting thickness = 2.6227 nm
time to reach it = 3.674e+05 s
growth in the following day = 0.0926 nm
all assertions hold
```
